# Contact Stiffness, Reduced Modulus and Area in Elastic Indentation

## 1. The flat punch

Press a rigid, flat-ended cylinder of radius $t$ a distance $h$ into an elastic half-space without friction. The surface under the punch must sink by the same amount $h$ everywhere. The load needed will turn out to be proportional to $t$ and to $h$, and curved indenters will be built up from such punches in part 3.

One fact about the half-space is required, and it is derived in part 2. A normal point force $F$ on the surface lowers the surface at distance $\rho$ by

$$u=\frac{F}{\pi M\rho},\qquad M=\frac{E}{1-\nu^2},$$

with $E$ Young's modulus and $\nu$ Poisson's ratio. A pressure $p$ therefore gives $u=(1/\pi M)\int p\,dA/\rho$.

Try $p=c/\sqrt{t^2-r^2}$. Let the field point lie at distance $r<t$ from the centre, and use polar coordinates $(s,\varphi)$ about it, with $\varphi$ measured from the outward radius. Then $dA/\rho=s\,ds\,d\varphi/s=ds\,d\varphi$. A source point has squared distance $r^2+s^2+2rs\cos\varphi$ from the centre, so

$$t^2-(r^2+s^2+2rs\cos\varphi)=b^2-\xi^2,$$

$$b^2=t^2-r^2\sin^2\varphi,\qquad \xi=s+r\cos\varphi .$$

The directions $\varphi$ and $\varphi+\pi$ together make one full chord, along which $\xi$ runs from $-b$ to $b$. Each chord gives

$$\int_{-b}^{b}\frac{d\xi}{\sqrt{b^2-\xi^2}}=\pi ,$$

whatever its length. Integrating over $0<\varphi<\pi$ gives $\pi^2$, independent of $r$. For a field point outside, $r>t$, the lines that meet the disc fill an angle $2\arcsin(t/r)$, and each again contributes $\pi$. Hence

$$\int\frac{dA}{\rho\sqrt{t^2-r'^2}}=\begin{cases}\pi^2,& r<t,\\ 2\pi\arcsin(t/r),& r>t,\end{cases}\tag{1}$$

where $r'$ is the source radius. Direct quadrature gives 9.86960 at $r/t=0.6$ and 4.58501 at $r/t=1.5$, in agreement with (1).

The depth is uniform, $h=\pi c/M$, so $c=Mh/\pi$. The load is

$$P=\int_0^t\frac{2\pi c\,r\,dr}{\sqrt{t^2-r^2}}=2\pi ct=2Mth .$$

Thus $dP/dh=2Mt$. The stiffness is proportional to the radius, not to the area, because a wider contact also loads a deeper region of the solid.

## 2. The surface response

Let $z$ point into the solid, and let $G=E/[2(1+\nu)]$ be the shear modulus. Take a harmonic function $\chi$, set $\psi=\partial_z\chi$, and try

$$2Gu_x=-(1-2\nu)\chi_x-z\psi_x,\qquad 2Gu_z=2(1-\nu)\psi-z\psi_z,$$

with $u_y$ formed like $u_x$. Subscripts on $\chi$ and $\psi$ are derivatives. Since $\chi_{xx}+\chi_{yy}=-\chi_{zz}=-\psi_z$ and $\nabla^2\psi=0$,

$$2G\,\nabla\!\cdot\mathbf u=(1-2\nu)\psi_z+2(1-\nu)\psi_z-\psi_z=2(1-2\nu)\psi_z .$$

Equilibrium without body force requires $\nabla^2\mathbf u+(1-2\nu)^{-1}\nabla(\nabla\!\cdot\mathbf u)=0$. For harmonic $q$, $\nabla^2(zq)=2q_z$. The $x$ component times $2G$ is then $-2\psi_{xz}+2\psi_{xz}=0$, and the $z$ component is $-2\psi_{zz}+2\psi_{zz}=0$.

Hooke's law gives the stresses on planes of constant $z$:

$$\sigma_{zz}=2G\left[\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\!\cdot\mathbf u\right]=(1-2\nu)\psi_z-z\psi_{zz}+2\nu\psi_z=\psi_z-z\psi_{zz},$$

$$\sigma_{xz}=G(\partial_zu_x+\partial_xu_z)=-z\psi_{xz}.$$

In the last line the terms in $\psi_x$ have the coefficient $\tfrac12[-(1-2\nu)-1+2(1-\nu)]=0$.

Now choose $\chi=(F/2\pi)\ln(R+z)$ with $R^2=x^2+y^2+z^2$. It is harmonic, because $\nabla^2(R+z)=2/R$ and $|\nabla(R+z)|^2=2(R+z)/R$, so the two terms of $\nabla^2\ln(R+z)$ cancel. Then $\psi=F/(2\pi R)$ and

$$\sigma_{zz}=-\frac{3Fz^3}{2\pi R^5}.$$

Away from the origin, both tractions vanish at $z=0$. Over any plane of constant $z>0$ the normal stress integrates to

$$-3Fz^3\int_0^\infty\frac{r\,dr}{(r^2+z^2)^{5/2}}=-F .$$

This is the field of a compressive point force $F$. At the surface,

$$u_z=\frac{2(1-\nu)}{2G}\,\frac{F}{2\pi\rho}=\frac{1-\nu^2}{\pi E}\,\frac F\rho ,$$

as used above.

**Two elastic bodies.** Let the indenter have constants $E_i,\nu_i$, and treat it as a half-space for its local deformation. Both bodies carry the same pressure, so their deflections add to

$$u(r)=\frac{1}{\pi E_r}\int\frac{p\,dA}{\rho},\qquad \frac1{E_r}=\frac{1-\nu^2}{E}+\frac{1-\nu_i^2}{E_i}.\tag{2}$$

The reduced modulus $E_r$ replaces $M$. For a rigid indenter $E_r\to M$; for two equal materials $E_r=M/2$.

## 3. A curved indenter as a stack of flat punches

Let $f(r)$ be the gap between the undeformed surfaces, with $f(0)=0$ and finite slope. Let $h$ be the approach of distant points of the two bodies. Inside the contact disc, $r<a$, the deflection must satisfy $u=h-f$. Outside it the gap must not be negative. Without adhesion, $p\ge0$. Slopes are taken as small.

Imagine the contact growing from radius zero. When it has radius $t$, add the pressure of a flat punch of that radius, with depth increment $dh=h'(t)\,dt$. By part 1, with $E_r$ in place of $M$, the sum is

$$p(r)=\frac{E_r}{\pi}\int_r^a\frac{h'(t)\,dt}{\sqrt{t^2-r^2}},\qquad P=2E_r\int_0^a t\,h'(t)\,dt .\tag{3}$$

The function $h(t)$, with $h(0)=0$, must be found from the shape. At a point $r<a$, punches with $t>r$ contribute their full depth, and those with $t<r$ contribute the fraction $(2/\pi)\arcsin(t/r)$, by (1). Since $1-(2/\pi)\arcsin x=(2/\pi)\arccos x$,

$$u(r)=h(a)-\frac2\pi\int_0^r\arccos\!\frac tr\;h'(t)\,dt .$$

The contact condition therefore identifies the last term with $f(r)$. Integrate it by parts: the boundary term vanishes because $h(0)=0$ and $\arccos1=0$, and the derivative of $\arccos(t/r)$ is $-1/\sqrt{r^2-t^2}$. So

$$f(r)=\frac2\pi\int_0^r\frac{h(t)\,dt}{\sqrt{r^2-t^2}} .\tag{4}$$

This is solved by

$$h(t)=t\int_0^t\frac{f'(s)\,ds}{\sqrt{t^2-s^2}} .\tag{5}$$

To verify it, insert (5) in (4) and exchange the order of integration. The inner integral, with $w=t^2$, is

$$\int_s^r\frac{t\,dt}{\sqrt{(r^2-t^2)(t^2-s^2)}}=\frac12\int_{s^2}^{r^2}\frac{dw}{\sqrt{(r^2-w)(w-s^2)}}=\frac\pi2 ,$$

so the right side of (4) becomes $\int_0^rf'(s)\,ds=f(r)$.

**Is the solution admissible?** With $s=t\sigma$, equation (5) reads

$$h(t)=\int_0^1\frac{[\,t\sigma f'(t\sigma)\,]}{\sigma\sqrt{1-\sigma^2}}\,d\sigma .$$

If $rf'(r)$ increases with $r$, so does $h(t)$, and (3) gives $p\ge0$. For $r>a$ the deflection is $(2/\pi)\int_0^a\arcsin(t/r)h'\,dt$, and the gap is

$$g=u-h(a)+f=\frac2\pi\int_a^r\arccos\!\frac tr\;h'(t)\,dt\ \ge0 .$$

**Is it the solution?** Suppose $p_1,p_2$ are two admissible pressures at the same $h$, with gaps $g_1,g_2$. Since $p_1g_1=p_2g_2=0$ everywhere,

$$\int(p_1-p_2)(u_1-u_2)\,dA=-\int(p_1g_2+p_2g_1)\,dA\le0 .$$

The left side is twice the elastic energy stored under the load $p_1-p_2$, which is positive unless $p_1=p_2$. The solution is unique.

## 4. The shape drops out

Differentiate (3) with respect to the contact radius: $dP/da=2E_r\,a\,h'(a)$. The approach changes by $dh/da=h'(a)$. Where $h'(a)>0$, division removes the shape:

$$\boxed{\,S=\frac{dP}{dh}=2E_ra=\frac{2}{\sqrt\pi}\,E_r\sqrt A\,},\qquad A=\pi a^2 .\tag{6}$$

The reason is visible in (3): when $a$ grows by $da$, the pressure changes by $(E_r/\pi)h'(a)\,da/\sqrt{a^2-r^2}$. This is the pressure of a flat punch of radius $a$, whatever the profile.

**Paraboloid**, $f=r^2/2R$. Equation (5) gives $h=a^2/R$, and (3) gives $P=4E_ra^3/3R$. Then $S=(4E_ra^2/R)/(2a/R)=2E_ra$.

**Cone**, $f=\kappa r$. Here $h=\pi\kappa a/2$ and $P=\pi\kappa E_ra^2/2$. Then $S=\pi\kappa E_ra/(\pi\kappa/2)=2E_ra$.

Equation (6) was also tested without the flat-punch construction. The surface was divided into 400 rings of uniform pressure, and the contact region was found from $p\ge0$ and $g\ge0$. The stiffness came from loads at approaches 8 % below and above the one for unit contact radius. For a cone, a paraboloid, a quartic profile and a rounded cone, $S/(2E_ra)$ lay between 0.9988 and 1.0006.

The condition on the shape matters. For a hollow tip with gap $(r^2-0.49)^2$ at approach 0.15, in the same dimensionless units, the contact is a ring. The stiffness is then about 1.32 times $2E_r\sqrt{A/\pi}$, with $A$ the ring's area. The area form of (6) was derived for a disc and does not hold for this ring.

## 5. Unloading after plastic flow

A sharp tip usually deforms a metal plastically during loading, and (6) does not describe that stage. If unloading is elastic, however, the stress is a fixed residual field plus the field of the elastic contact. Equation (6) then applies to the start of unloading, with $f$ now the gap between the tip and the fully unloaded impression, provided that this gap is axisymmetric and meets the conditions of part 3. The elastic approach $h_e$ differs from the measured depth by a constant, so the slope is the same. Reverse plastic flow or creep during unloading would invalidate this step.

The contact area must also be known. It can be inferred from the contact depth $h_c$, the height of the undeformed tip between its apex and the contact edge. At the edge the two bodies are deflected by $u(a)=h_e-f(a)$ in total. If the edge of the unloaded impression lies level with the original surface, then $h_c=h_{\max}-u(a)$. For an effective paraboloid,

$$u(a)=\frac{a^2}{R}-\frac{a^2}{2R}=\frac{a^2}{2R},\qquad \frac PS=\frac{2a^2}{3R},$$

and therefore

$$h_c=h_{\max}-\frac34\,\frac PS .\tag{7}$$

For a cone, $u(a)=\kappa a(\pi/2-1)$ and $P/S=\pi\kappa a/4$, so the factor is $2-4/\pi\approx0.727$. Unlike (6), this factor depends on the profile.

## 6. A palladium film

Take a film 2000 nm thick with rough cubic elastic constants $C_{11},C_{12},C_{44}=230,180,70$ GPa and a rough hardness, defined as load over contact area, of 2.0 GPa. The stiff tip has $E_i=1100$ GPa, $\nu_i=0.07$ and $A=24.5\,h_c^2$. Let $h_c=100$ nm. More digits are kept below than the inputs deserve, so that the arithmetic can be followed.

For randomly oriented grains much smaller than the contact, the bulk modulus is $K=(230+2\cdot180)/3=196.7$ GPa. The mean of the uniform-strain and uniform-stress estimates of the shear modulus is

$$G=\frac12\left[\frac{50+3\cdot70}{5}+\frac{5\cdot50\cdot70}{4\cdot70+3\cdot50}\right]=46.3\ \text{GPa}.$$

Hence $E=9KG/(3K+G)=128.9$ GPa and $\nu=(3K-2G)/[2(3K+G)]=0.391$. The plane moduli $E/(1-\nu^2)$ of film and tip are 152.1 and 1105.4 GPa, so

$$\frac1{E_r}=\frac1{152.1}+\frac1{1105.4}\ \text{GPa}^{-1},\qquad E_r=133.7\ \text{GPa}.$$

The contact has $A=24.5\cdot100^2=245000$ nm² and $a=\sqrt{A/\pi}=279.3$ nm. The load is 2.0 GPa times $A$, or 0.490 mN. Equation (6) gives

$$S=2(133.7\ \text{GPa})(279.3\ \text{nm})=0.0747\ \text{mN/nm}=7.47\times10^4\ \text{N/m}.$$

Then $P/S=6.56$ nm, the edge deflection is $0.75\cdot6.56=4.92$ nm, and $h_{\max}=104.92$ nm. The elastic recovery is $h_e=a^2/R=\tfrac32P/S=9.84$ nm, which leaves a final depth of 95.08 nm. The effective radius is $R=a^2/h_e=7926$ nm, far flatter than the tip, because the tip sits in an impression that nearly fits it.

The slope must be taken at the start of unloading. In this model $P\propto h_e^{3/2}$, so a secant over the top 20 % of the load has the relative slope

$$\frac{0.2}{1.5\,(1-0.8^{2/3})}\approx0.965 .$$

It is 3.5 % too low, and the film modulus read from it is 123.8 instead of 128.9 GPa, a 4 % error. The error grows because the tip's known compliance is subtracted: to first order, a relative error in $E_r$ is multiplied by $152.1/133.7\approx1.14$ in the film modulus. These figures belong to the assumed paraboloid. An effective cone, with $P\propto h_e^2$, gives a relative slope of 0.947. A gap that carries a uniform pressure at maximum load gives 0.996, and its factor in (7) is $8/\pi^2\approx0.81$.

## 7. What the model leaves out

The following changes are relative to the $S$ above, each taken alone at the same nominal $h_c$.

**Crystal orientation.** In an anisotropic half-space the point response is $g(\varphi)/\rho$, with $g(\varphi+\pi)=g(\varphi)$ by reciprocity. The chord argument of part 1 still gives a uniform depth under a circular flat punch, now with $1/(\pi M)$ equal to the angular mean of $g$. For the constants above, $M=143.9$ GPa on a (100) surface and 158.6 GPa on (111). The stiffness changes by $-4.8$ % and $+3.7$ %.

**Substrate.** For a substrate with $E=70$ GPa and $\nu=0.20$, and with the flat-punch pressure held fixed, the estimated change is $-6.7$ %. The indentation depth is 5 % of the film thickness, but $a$ is 14 % of it.

**Tip section.** A flat contact of equilateral triangular section is about 6 % stiffer than a circular one of equal area. This figure is extrapolated from two element sizes. On a single mesh, without extrapolation, the same boundary-element method gives 0.992 for a disc, where the correct factor is 1.

**Radial displacement.** The field of part 2 also moves surface points towards the load, by $(1-2\nu)(1+\nu)F/(2\pi E\rho)$. This is a two-dimensional $1/\rho$ field, so at the edge an axisymmetric pressure acts as if concentrated at the centre. With $P=\pi a^2H$, where $H$ is the hardness, the shift relative to $a$ is $(1-2\nu)(1+\nu)H/2E=0.24$ %. This is a change of position, not of $S$. The effect on $S$ comes from the slope of the tip. By (6), a further approach $dh$ adds the load $2E_ra\,dh$, which moves the film surface at the edge inward by $(1-2\nu)(1+\nu)E_r\,dh/(\pi E)\approx0.10\,dh$. A cone with the same area function has slope $\sqrt{\pi/24.5}\approx0.36$, so the depth to be matched there changes by about $0.036\,dh$, and by less nearer the centre. By reciprocity the extra load is the average of this change weighted with the flat-punch pressure. At $r=xa$ the shift is $(1-\sqrt{1-x^2})/x$ times its edge value, and the weighted mean of that function is $\pi/2-1\approx0.57$. To first order $S$ therefore rises by about 2 %, well above 0.24 %. The tip's surface, treated as a half-space, also moves inward, by about a third as much as the film's, and this lowers the increase to about 1.3 %.

**Pile-up and frame.** If material piled up at the edge makes the true area 20 % larger than (7) implies, $S$ rises by 9.5 %, and $E_r$ is overestimated by as much if the area is not corrected. A frame compliance of 0.5 nm/mN in series lowers the measured slope by 3.6 %.

The area function used here is that of an ideal Berkovich pyramid; a real tip is blunted and its area function must be calibrated. The hardness of a real palladium film depends on its grain size and preparation, so 2 GPa is a plausible setting, not a property of the metal. Of the effects sized here, the assumed pile-up moves the answer most, and soft metals can pile up. Friction, creep and the finite slope of the impression are not sized. The effects have different signs and need not add, so agreement between a measured and an expected modulus does not show that each is small. The computed values are collected in the numerical output.

## Computed results

```
Ring-element contact against theory (dimensionless)
  cone: S/(2 E_r a) = 1.0006, P/P_theory = 1.0000, edge factor = 0.725
  paraboloid: S/(2 E_r a) = 1.0004, P/P_theory = 1.0000, edge factor = 0.748
  quartic: S/(2 E_r a) = 0.9988, P/P_theory = 1.0000, edge factor = 0.779
  rounded cone: S/(2 E_r a) = 0.9990, P/P_theory = 1.0000, edge factor = 0.730
  hollow tip, ring contact: S/(2 E_r sqrt(A/pi)) = 1.316
Flat-punch potential (dimensionless)
  inside, r/t = 0.6: 9.86960; outside, r/t = 1.5: 4.58501
Palladium film, rough input values
  C11, C12, C44 = 230, 180, 70 GPa
  hardness = 2.0 GPa; film thickness = 2000 nm
  tip: E_i = 1100 GPa, nu_i = 0.07
  contact depth = 100 nm; area coefficient = 24.5
Isotropic average and contact
  bulk modulus = 196.7 GPa; shear modulus = 46.3 GPa
  E = 128.9 GPa; nu = 0.391
  E/(1-nu^2) = 152.1 GPa; tip E_i/(1-nu_i^2) = 1105.4 GPa
  reduced modulus E_r = 133.7 GPa
  contact area = 245000 nm^2; contact radius = 279.3 nm
  maximum load = 0.490 mN
  unloading stiffness S = 0.07470 mN/nm = 74697 N/m
  P/S = 6.56 nm; edge deflection = 4.92 nm
  maximum depth = 104.92 nm; elastic recovery = 9.84 nm
  final depth = 95.08 nm; effective radius = 7926 nm
Reading the unloading curve
  initial tangent = 0.07470 mN/nm; E read = 128.9 GPa
  secant, top 20% of load = 0.07205 mN/nm (-3.5 %)
  E read from secant = 123.8 GPa
Neglected effects, change of S unless stated
  (100) surface: modulus = 143.9 GPa, -4.8 %
  (111) surface: modulus = 158.6 GPa, +3.7 %
  substrate E = 70 GPa, nu = 0.20; a/thickness = 0.140
  substrate effect: -6.7 %
  triangular flat contact: factor = 1.060, +6.0 %
  disc check of the same element method: factor = 0.992
  inward edge displacement / contact radius = 0.24 %
  pile-up, area +20 %: +9.5 %
  frame compliance 0.5 nm/mN: -3.6 %
```
